\section*{Electric-field dependence of g factors in a J = 1 Omega-doublet}

\section{A fully polarized doublet}

Take a molecule whose electrons carry angular momentum $\Omega=+1$ or $-1$ along the molecular axis $\mathbf n$. Both signs have the same energy if the coupling between them is neglected, and we neglect it at first. An electric field $E>0$ and a magnetic field $B$ lie along $z$, so the projection $M$ of the total angular momentum $\mathbf J$ on $z$ is conserved. The body-fixed dipole is $D\mathbf n$ with $D>0$, which fixes the direction of $\mathbf n$.

Let $u=n_z=\cos\theta$. For $M=\Omega=1$ the angular part of the rotor problem is
\begin{equation}
\mathbf J^2=-\frac{d}{du}(1-u^2)\frac{d}{du}+\frac{2-2u}{1-u^2}
=-\frac{d}{du}(1-u^2)\frac{d}{du}+\frac{2}{1+u}.
\end{equation}
Acting on $1+u$ it gives $2u+2=2(1+u)$. This function therefore has $J(J+1)=2$, that is, $J=1$. Since $\int_{-1}^{1}(1+u)^2du=8/3$, the normalized function is $f_1=\sqrt{3/8}\,(1+u)$, and
\begin{equation}
\langle n_z\rangle=\frac38\int_{-1}^{1}u(1+u)^2du=\frac38\cdot\frac43=\frac12 .
\end{equation}
The axis points on average along $z$. Reversing the sign of either $M$ or $\Omega$ replaces $u$ by $-u$. With $s=M\Omega=\pm1$, then, $\langle n_z\rangle=s/2$.

The Stark energy $-DE\langle n_z\rangle=-sDE/2$ places $s=+1$ below $s=-1$. In the lower component the axis points along the field, in the upper one against it. Each component holds two states, $M=+1$ and $M=-1$, with opposite $\Omega$.

For the magnetic interaction take
\begin{equation}
H_Z=\mu_BB\,(G\,\Omega\,n_z+g_RJ_z).
\label{zeeman}
\end{equation}
The first term is a moment tied to the axis, with a sign that follows $\Omega$. The second allows for rotation. A rotational moment proportional to $\mathbf J-\Omega\mathbf n$ has the $z$ component $J_z-\Omega n_z$, so it is covered by a change of $G$ together with $g_R$. The $g$ factor of a component is defined, for small $B$, by
\begin{equation}
W(M=+1)-W(M=-1)=2g\mu_BB .
\label{gdef}
\end{equation}

To first order in $B$ the energy shift is the mean value of $H_Z$. The two states of a component have the same $\langle n_z\rangle$ and opposite $\Omega$, so
\begin{equation}
g=G\,s\,\langle n_z\rangle+g_R .
\label{gproj}
\end{equation}
With $\langle n_z\rangle=s/2$ and $s^2=1$ this is $g=G/2+g_R$ for both components. Within $J=1$ alone, opposite alignment makes no difference to $g$: the axis has the same length of projection in both cases.

\section{The contribution of J = 2}

The electric field also changes the rotor function. To find how, apply $n_z$ to $f_1$ and use the identity
\begin{equation}
u(1+u)=\tfrac12(1+u)+\tfrac12(2u^2+u-1).
\end{equation}
The second polynomial is the $J=2$ function. Indeed, the derivative term of $\mathbf J^2$ acting on it gives $12u^2+2u-4$. Because $2u^2+u-1=(1+u)(2u-1)$, the remaining term gives $4u-2$. The sum is $6(2u^2+u-1)$, as required for $J(J+1)=6$. Its squared norm is $8/5$, so $f_2=\sqrt{5/8}\,(2u^2+u-1)$ and
\begin{equation}
n_zf_1=\frac12f_1+\frac12\sqrt{\frac35}\,f_2,\qquad
|\langle2|n_z|1\rangle|^2=\frac{3}{20}.
\label{element}
\end{equation}
No other level appears. In particular there is no $J=0$ level, because $J$ cannot be smaller than $|\Omega|$. The mirror case $s=-1$ has the same squared element.

Let $B_r$ be the rotational constant, written as an energy. The levels lie at $2B_r$ and $6B_r$, apart from a common constant. For $DE\ll B_r$, first-order perturbation theory gives the amplitude of $J=2$,
\begin{equation}
a=\frac{-DE\,\langle2|n_z|1\rangle}{2B_r-6B_r}
=\sqrt{\frac{3}{20}}\,\frac{DE}{4B_r},
\label{amp}
\end{equation}
where the phase of $f_2$ is chosen to make the matrix element positive. The mean alignment changes through the interference of the two rotor functions:
\begin{equation}
\delta\langle n_z\rangle=2a\,\langle1|n_z|2\rangle
=2\cdot\frac{3}{20}\cdot\frac{DE}{4B_r}
=\frac{3}{40}\frac{DE}{B_r}.
\label{align}
\end{equation}

This increment has the same sign in both components. The admixture pulls the axis towards $\mathbf E$ whether the axis already points along the field or against it. In the lower component it lengthens the projection of $\mathbf n$; in the upper one it shortens it. The magnetic moment rides on the same axis, so its projection follows. Inserting $\langle n_z\rangle=s/2+\delta\langle n_z\rangle$ into (\ref{gproj}),
\begin{equation}
g_s=\frac G2+g_R+\frac{3}{40}\,G\,s\,\frac{DE}{B_r},
\end{equation}
and subtracting the lower component ($s=+1$) from the upper ($s=-1$),
\begin{equation}
g_u-g_l=-\frac{3}{20}\,G\,\frac{DE}{B_r}.
\label{linear}
\end{equation}
For $G>0$ the lower component has the larger $g$. The $g_R$ term drops out because $M$ is unchanged by the mixing.

The effect is linear in $E$ although the population of $J=2$ is quadratic. The population $a^2$ does not matter at this order; the interference term, proportional to $a$, does.

\section{The next order: a common shift}

At fixed $\Omega$ the Stark term and the axis-fixed Zeeman term multiply the same operator. Apart from the constant $g_RM\mu_BB$, the rotor sees $xn_z$ with
\begin{equation}
x=-DE+\mu_BG\Omega B .
\end{equation}
One energy function $W_s(x)$ thus describes both responses. Its second-order term is $-(3/20)x^2/(4B_r)=-3x^2/(80B_r)$. For the third order we need the diagonal element in $J=2$. For $s=+1$ it is
\begin{equation}
\langle2|n_z|2\rangle=\frac58\int_{-1}^{1}u(2u^2+u-1)^2du
=\frac58\cdot\frac{4}{15}=\frac16,
\end{equation}
and in general $s/6$. Since $J=1$ couples directly only to $J=2$, the third-order energy is
\begin{equation}
\frac{x^3}{(4B_r)^2}\,\frac{3}{20}\left(\frac s6-\frac s2\right)
=-\frac{s\,x^3}{320B_r^2}.
\end{equation}
Collecting the terms,
\begin{equation}
W_s=2B_r+\frac{sx}{2}-\frac{3x^2}{80B_r}-\frac{sx^3}{320B_r^2}+\cdots .
\end{equation}
The part linear in $B$ is $\mu_BG\Omega B\,dW_s/dx$ at $x=-DE$. Comparison with (\ref{gdef}) gives $g-g_R=Gs\,dW_s/dx$, hence
\begin{equation}
g_s=\frac G2+g_R+\frac{3}{40}Gs\frac{DE}{B_r}
-\frac{3}{320}G\left(\frac{DE}{B_r}\right)^2+\cdots .
\label{series}
\end{equation}
The linear term agrees with the alignment argument. The quadratic term is the same for both components and leaves their difference untouched.

This division persists at higher orders. Reversing the axis changes $s$ and $x$ together, so $W_{-s}(x)=W_s(-x)$. It follows that $g_{-s}(E)=g_s(-E)$ when the series is continued to negative $E$. The difference contains odd powers of $E$, and the first correction to (\ref{linear}) is smaller by a factor of order $(DE/B_r)^2$. The numerical coefficients are small, so the first terms remain useful even at $DE=B_r$. There the linear law for the difference is off by only 0.5\%. At $DE=5B_r$ the series misses the axis-fixed part of $g_l$ by about 10\%, while the linear law for the difference still holds to 3\%; at $DE=8B_r$ that too is off by about 20\%. At such fields the rotor must be diagonalized.

\section{Doublet splitting: where linearity begins}

In a real doublet $\Omega=+1$ and $-1$ are coupled. At $E=0$ the eigenstates are equal mixtures of the two, have definite parity and are separated by $\Delta$. Take the coupling amplitude as $\Delta J(J+1)/4$, which is $\Delta/2$ for $J=1$. At fixed $M$, let $\sigma$ be the operator with value $M\Omega=\pm1$, and $\tau$ the operator that exchanges the two signs of $\Omega$. Within $J=1$,
\begin{equation}
H_1=-\frac{DE}{2}\sigma+\frac{\Delta}{2}\tau,\qquad
W_\pm=\pm\frac S2,\qquad S=\sqrt{\Delta^2+(DE)^2}.
\end{equation}
The energies follow from $H_1^2=S^2/4$, since $\sigma$ and $\tau$ anticommute and each squares to one. The derivative of an eigenvalue with respect to a parameter is the mean of the derivative of $H_1$, so
\begin{equation}
\langle\sigma\rangle_\pm=-2\frac{\partial W_\pm}{\partial(DE)}=\mp\frac{DE}{S},
\qquad
\langle\tau\rangle_\pm=2\frac{\partial W_\pm}{\partial\Delta}=\pm\frac{\Delta}{S}.
\label{means}
\end{equation}
The upper signs belong to the upper component.

Now $\Omega$ is no longer fixed, and the quantity that sets $g$ is $GM\langle\Omega n_z\rangle$, not the product of separate means. Inside $J=1$ the operator $\Omega n_z$ equals $M\Omega^2/2=M/2$ for either sign of $\Omega$. Its contribution to $g$ is $G/2$ at any degree of polarization. The admixture of $J=2$ has amplitude (\ref{amp}) for each $\Omega$, provided $\Delta\ll B_r$. It adds $(3/40)(DE/B_r)\langle\Omega\rangle$ to $\langle\Omega n_z\rangle$. Multiplication by $GM$ turns $\langle\Omega\rangle$ into $\langle\sigma\rangle$, and with (\ref{means})
\begin{equation}
g_u-g_l=-\frac{3}{20}\,G\,\frac{DE}{B_r}\,\frac{DE}{S},
\qquad DE,\ \Delta\ll B_r .
\label{main}
\end{equation}

One factor $DE$ measures how far the axis is pulled by the mixing with $J=2$; the ratio $DE/S$ measures how well the components are distinguished by the direction of the axis. The two limits are
\begin{equation}
g_u-g_l\simeq
\begin{cases}
-\dfrac{3G(DE)^2}{20B_r\Delta}, & DE\ll\Delta,\\[3mm]
-\dfrac{3G\,DE}{20B_r}, & \Delta\ll DE\ll B_r .
\end{cases}
\end{equation}
The linear law is therefore a property of the polarized doublet. In the weak-field limit the difference is quadratic.

\section{A difference already present at zero field}

The two parity states may have different $g$ factors at $E=0$, for instance through magnetic coupling to other electronic states. Let $\delta=g_u-g_l$ at $E=0$. Within $J=1$ this is represented by the additional term $\mu_BBM(\delta/2)\tau$. Its mean follows from (\ref{means}), and
\begin{equation}
g_u-g_l=\delta\,\frac{\Delta}{S}
-\frac{3}{20}\,G\,\frac{(DE)^2}{B_rS}.
\label{withdelta}
\end{equation}
Polarization suppresses the first contribution, which falls as $\Delta/(DE)$ for $DE\gg\Delta$, because a fully polarized state contains both parities equally. It brings out the second. If $\delta$ and $G$ have the same sign, the two cancel at
\begin{equation}
DE=\sqrt{\frac{20\,\delta\,\Delta\,B_r}{3G}} ,
\label{cancel}
\end{equation}
within the range of validity of (\ref{withdelta}).

\section{Weighing the contributions}

Choose the model parameters $B_r/h=10$ GHz, $D=3$ debye, $\Delta/h=10$ MHz, $G=2$, $g_R=-0.01$ and, for the present, $\delta=0$. They represent no particular molecule. Then $DE/h$ is 1.510 MHz for each V/cm. The product $DE$ reaches $\Delta$ at 6.6 V/cm and $B_r$ at about 6600 V/cm, so there is a wide range in which the linear law can hold. Its slope is
\begin{equation}
-\frac{3}{20}\cdot2\cdot\frac{1.510}{10\,000}
=-4.53\times10^{-5}\ \text{per V/cm}.
\end{equation}

The $g$ factors below come from numerical diagonalization of the model Hamiltonian with $J=1$ to 6 and both signs of $\Omega$. They are read from the splitting between $M=+1$ and $M=-1$ in a small magnetic field.

\begin{center}
\begin{tabular}{rcccc}
$E$ (V/cm) & $DE/S$ & $g_l$ & $g_u$ & $10^4(g_u-g_l)$\\
\hline
1 & 0.149 & 0.990003 & 0.989997 & $-0.0677$\\
2 & 0.289 & 0.990013 & 0.989987 & $-0.262$\\
20 & 0.949 & 0.990430 & 0.989570 & $-8.60$\\
100 & 0.998 & 0.992256 & 0.987735 & $-45.2$\\
200 & 0.999 & 0.994511 & 0.985455 & $-90.6$
\end{tabular}
\end{center}

Doubling the field from 1 to 2 V/cm multiplies the difference by 3.9, close to the quadratic value 4. Doubling it from 100 to 200 V/cm multiplies it by 2.0.

At 100 V/cm, $DE/B_r=0.01510$, and (\ref{main}) gives
\begin{equation}
g_u-g_l=-0.15\times2\times0.01510\times0.9978=-0.00452 ,
\end{equation}
in agreement with the table. The separate contributions to $g$ are then:
\begin{itemize}
\item the moment along the axis within $J=1$: $G/2=1$, equal in both components;
\item the $J_z$ term: $-0.01$, also equal;
\item the linear effect of $J=2$: $+0.00226$ in the lower component and $-0.00226$ in the upper;
\item the common quadratic shift from (\ref{series}): $-(3/320)\cdot2\cdot(0.01510)^2=-4.3\times10^{-6}$.
\end{itemize}
The third item is smaller in magnitude than the first two, but it alone separates the components when $\delta=0$. If the diagonalization is restricted to $J=1$, the difference vanishes to rounding accuracy. With $J=1$ and 2 it is $-0.004521$, and adding levels up to $J=6$ changes it by about two parts in a million.

The mean alignments show the mechanism directly: $\langle n_z\rangle=0.50004$ in the lower component and $-0.49777$ in the upper. Incomplete polarization alone would give $\pm0.9978/2=\pm0.4989$. To each value $J=2$ adds $(3/40)\times0.01510=0.00113$, towards the field. The $J=2$ amplitude behind this is only $1.46\times10^{-3}$, a population of about two parts in a million.

Now let $\delta=10^{-3}$. The difference is $+1.0\times10^{-3}$ at zero field, $+1.7\times10^{-4}$ at 10 V/cm and $-4.45\times10^{-3}$ at 100 V/cm. Equation (\ref{cancel}) places the change of sign at $DE/h=\sqrt{20\times10^{-3}\times10\times10^4/6}=18.3$ MHz, or 12 V/cm.

\section{What remains in a symmetry test}

Suppose that an interaction violating parity and time reversal shifts the levels by $\kappa\Omega$, as an electron electric dipole moment would. In a polarized component $\Omega$ is tied to $M$ by the direction of the axis. The shift contributes $+2\kappa$ to the splitting between $M=+1$ and $M=-1$ in the lower component and $-2\kappa$ in the upper. Reversal of $\mathbf E$ reverses both signs.

A magnetic field $B_{\rm rev}$ that reverses together with $\mathbf E$, for instance from a leakage current, produces a splitting $2g\mu_BB_{\rm rev}$ that also changes sign. In one component, reversal of $\mathbf E$ cannot distinguish the two. Half the difference between the components, upper minus lower, contains
\begin{equation}
-2\kappa+(g_u-g_l)\,\mu_BB_{\rm rev}.
\end{equation}
Equal $g$ factors would remove the magnetic part. Mixing with $J=2$ leaves a remnant.

For $B_{\rm rev}=10$ pT at 100 V/cm, and $\delta=0$, the splitting averaged over the two components is 277 mHz. Half the difference is $-0.63$ mHz. The comparison suppresses the false signal by $277/0.633\approx438$, which is $(g_u+g_l)/|g_u-g_l|$.

A weaker electric field reduces the remnant, but it also reduces the signal once polarization is lost. By (\ref{means}) the signal becomes $-2\kappa\,DE/S$. For $\delta=0$ the remnant (\ref{main}) contains the same factor, so
\begin{equation}
\frac{\text{remnant}}{\text{signal}}
=\frac{3G}{40}\,\frac{DE}{B_r}\,\frac{\mu_BB_{\rm rev}}{\kappa}.
\end{equation}
At fixed $B_{\rm rev}$ this ratio is linear in $E$ on both sides of the polarization threshold. A leakage field that itself grows with $E$ makes the dependence steeper.

\section{Contributions outside the model}

Hyperfine structure has been omitted. It can change the states to which the $g$ factors belong, so the coefficient $3/20$ should not be carried over to hyperfine levels without a separate calculation.

The electric field can also mix in electronic states with other values of $\Omega$, through the part of the dipole operator perpendicular to the axis. Combined with the perpendicular part of the magnetic moment, this can give another contribution linear in $E$. For comparable dipole and magnetic matrix elements, its size relative to the rotational contribution scales as $B_r$ divided by the electronic energy spacing, with a prefactor that can be of order ten because the rotational coefficient $3/20$ is small. That is normally small, but the estimate fails when $G$ is small because the spin and orbital moments along the axis nearly cancel, as in the ${}^3\Delta_1$ states used in searches for an electron electric dipole moment. The slope (\ref{linear}) is then small too, and the electronic contribution has to be calculated alongside it.
